# Symmetries of the two-particle susceptibility and the four Bethe-Salpeter channels, part 2

One orbital ($c_\sigma$, $n_\sigma=c^\dagger_\sigma c_\sigma$) with repulsion $Un_\uparrow n_\downarrow$ is coupled to noninteracting levels in equilibrium at inverse temperature $\beta$, with $\hbar=1$ and energies measured from the chemical potential. Unless a field is mentioned, $H$ is spin-rotation invariant. The example has one bath level $b_\sigma$:

$$H=\sum_\sigma\left[\epsilon_d n_\sigma+\epsilon_b b^\dagger_\sigma b_\sigma+V(c^\dagger_\sigma b_\sigma+b^\dagger_\sigma c_\sigma)\right]+U n_\uparrow n_\downarrow ,$$

with $U=2$, $\epsilon_d=-0.7$, $\epsilon_b=0.3$, $\beta=4$ in units of $V$.

The propagator $G(\nu)$ is the transform of $-\langle Tc(\tau)c^\dagger(0)\rangle$ with phase $e^{i\nu\tau}$. Frequencies $\nu,\nu'$ are fermionic; $\omega,\Omega$ are bosonic. $\mathcal G_{1234}$ is the transform of $\langle Tc^\dagger_1c_2c^\dagger_3c_4\rangle$. Its legs carry $(\nu_1,\nu_2,\nu_3,\nu_4)=(\nu,\nu+\omega,\nu'+\omega,\nu')$. Subtracting the uncorrelated product gives $\chi$, with $\chi_{\sigma\sigma'}\equiv\chi_{\sigma\sigma\sigma'\sigma'}$, and the vertex $F$ is defined by

$$\chi_{1234}^{\nu\nu'\omega}=-\beta\delta_{\nu\nu'}\delta_{14}\delta_{23}G(\nu)G(\nu+\omega)-G(\nu)G(\nu+\omega)\,F_{1234}^{\nu\nu'\omega}\,G(\nu')G(\nu'+\omega).$$

Rotation invariance gives

$$F_{1234}=A\,\delta_{12}\delta_{34}+B\,\delta_{14}\delta_{23},\qquad A=F_{\uparrow\downarrow},\quad B=F_{\uparrow\downarrow\downarrow\uparrow},\quad F_{\uparrow\uparrow}=A+B .$$

Crossing: $F$ changes sign when legs 2 and 4, or legs 1 and 3, are exchanged with their frequencies. The 2–4 exchange is the map $(\nu,\nu',\omega)\to(\nu,\;\nu+\omega,\;\nu'-\nu)$, so $B^{\nu\nu'\omega}=-A^{\nu,\nu+\omega,\nu'-\nu}$.

Part (b) counted signs at first order: each spin's pairing with the interaction gives $-GG$, the two minus signs cancel, and $\chi_{\uparrow\downarrow}$ receives $-U\,GGGG$. Hence $A=U$ and, by crossing, $B=-U$.

The closing output also tests conjugation and reversal,

$$\mathcal G_{1234}(\nu_1,\nu_2,\nu_3,\nu_4)^*=\mathcal G_{4321}(-\nu_4,-\nu_3,-\nu_2,-\nu_1),$$
$$\mathcal G_{1234}(\nu_1,\nu_2,\nu_3,\nu_4)=\mathcal G_{4321}(\nu_4,\nu_3,\nu_2,\nu_1),$$

and the static response

$$\frac1{\beta^2}\sum_{\nu\nu'}\chi_{\uparrow\downarrow}^{\nu\nu'0}=-\frac{\partial\langle n_\uparrow\rangle}{\partial\epsilon_\downarrow}.$$

### (f) Joining two vertices

**Question.** Two vertices are joined by two propagators. Find the sign and the numerical factor when the joining lines form a particle-hole pair, and when they form a pair of particles.

**Solution.** In the path integral with weight $e^{-S}$, use Grassmann fields $c(\tau)=\beta^{-1/2}\sum_\nu e^{-i\nu\tau}c_\nu$, for which $\langle c\bar c\rangle=-G$ and $\langle\bar cc\rangle=+G$. The noninteracting bath can be integrated out; it changes only the quadratic part of $S$. Write the interaction as

$$S_v=\frac1{4\beta}\sum v_{1234}\,\bar c_2c_1\bar c_4c_3 ,$$

with $v$ antisymmetric under $1\leftrightarrow3$ and under $2\leftrightarrow4$. An external $c_1^\dagger$ attaches to the internal field $c_1$, so the labels agree with those of $F$. There are four equivalent attachments, which cancel the $1/4$, and the sign count of part (b) gives $F=v$ at first order. For the Hubbard term, $v_{\uparrow\uparrow\downarrow\downarrow}=U$ and $v_{\uparrow\downarrow\downarrow\uparrow}=-U$.

At second order the effective interaction gains $-\tfrac12\langle S_v^2\rangle$, where two pairs of fields are contracted between the vertices.

*Particle-hole pair.* One vertex keeps legs 1, 2 and the other keeps legs 3, 4. Primes mark the contracted fields:

$$\langle\bar c_{4'}c_{3'}\,\bar c_{2'}c_{1'}\rangle\to\langle\bar c_{4'}c_{1'}\rangle\langle c_{3'}\bar c_{2'}\rangle=(+G)(-G)=-GG .$$

Each vertex offers $2\times2$ equivalent choices of the fields it keeps, 16 in all. The added term is

$$-\frac12\cdot\frac{16}{16\beta^2}\sum v\,(-GG)\,v\;\bar c_2c_1\bar c_4c_3=\frac1{4\beta}\sum 2T_{1234}\;\bar c_2c_1\bar c_4c_3,\qquad T_{1234}=\frac1\beta\sum v_{12ab}\,GG\,v_{ba34}.$$

Only the antisymmetric part of a coefficient survives multiplication by the fields. Since $T$ is unchanged when both pairs of legs are exchanged together, the antisymmetric part of $2T_{1234}$ is $T_{1234}-T_{1432}$. The pair that separates (12) from (34) thus enters with factor $+1$. Its crossing partner separates (14) from (32).

*Particle pair.* One vertex keeps $c_1,c_3$ and the other keeps $\bar c_2,\bar c_4$. The field string is

$$\bar c_{2'}\,c_1\,\bar c_{4'}\,c_3\;\;\bar c_2\,c_{1'}\,\bar c_4\,c_{3'} .$$

Contract $\bar c_{2'}$ with $c_{3'}$: six fields lie between them, so there is no sign. Then contract $\bar c_{4'}$ with $c_{1'}$: two uncontracted fields lie between, again no sign. Both contractions are $+G$. What remains is

$$c_1c_3\bar c_2\bar c_4=\bar c_2c_1c_3\bar c_4=-\bar c_2c_1\bar c_4c_3 .$$

There are two assignments of the roles to the vertices, and two ways to pair the contracted fields, equal by antisymmetry. Hence the added term is

$$-\frac12\cdot2\cdot2\cdot\frac1{16\beta^2}\sum v\,(-GG)\,v\;\bar c_2c_1\bar c_4c_3=\frac1{4\beta}\sum\left[\frac1{2\beta}\sum v_{1a3b}\,GG\,v_{b2a4}\right]\bar c_2c_1\bar c_4c_3 .$$

The factor is $+\tfrac12$. It compensates for the sum over internal labels, which counts each pair of particles twice.

### (g) The particle-hole channel

**Question.** Sum all repeated particle-hole pairs that separate (12) from (34). Which combinations of $A$ and $B$ obey separate equations?

**Solution.** Let $\Gamma$ contain the vertex diagrams that cannot be divided into a part with legs 1, 2 and a part with legs 3, 4 by cutting one such pair of lines. Every other diagram has a first such pair. To its left stands a member of $\Gamma$, and to its right any member of $F$. Self-energy insertions turn the lines into full propagators. The joining rule gives

$$F_{1234}^{\nu\nu'\omega}=\Gamma_{1234}^{\nu\nu'\omega}+\frac1\beta\sum_{\nu_1ab}\Gamma_{12ab}^{\nu\nu_1\omega}\,G(\nu_1)G(\nu_1+\omega)\,F_{ba34}^{\nu_1\nu'\omega}.$$

The definition of $\Gamma$ does not refer to a spin axis, so $\Gamma_{1234}=A_\Gamma\delta_{12}\delta_{34}+B_\Gamma\delta_{14}\delta_{23}$. The spin sum has four terms:

$$\sum_{ab}(A_\Gamma\delta_{12}\delta_{ab}+B_\Gamma\delta_{1b}\delta_{2a})(A\,\delta_{ba}\delta_{34}+B\,\delta_{b4}\delta_{a3})$$
$$=(2A_\Gamma A+A_\Gamma B+B_\Gamma A)\,\delta_{12}\delta_{34}+B_\Gamma B\,\delta_{14}\delta_{23}.$$

The 2 comes from the free sum $\sum_{ab}\delta_{ab}\delta_{ba}$. With the frequency sum, the propagators and $1/\beta$ understood in each product,

$$A=A_\Gamma+2A_\Gamma A+A_\Gamma B+B_\Gamma A,\qquad B=B_\Gamma+B_\Gamma B .$$

The second equation is already closed. Twice the first plus the second has the product terms

$$4A_\Gamma A+2A_\Gamma B+2B_\Gamma A+B_\Gamma B=(2A_\Gamma+B_\Gamma)(2A+B).$$

The order of the factors has been kept, as required for matrices in frequency. The density and magnetic combinations are

$$F_d=2A+B=F_{\uparrow\uparrow}+F_{\uparrow\downarrow},\qquad F_m=B=F_{\uparrow\uparrow}-F_{\uparrow\downarrow},$$

$$F_r^{\nu\nu'\omega}=\Gamma_r^{\nu\nu'\omega}+\frac1\beta\sum_{\nu_1}\Gamma_r^{\nu\nu_1\omega}G(\nu_1)G(\nu_1+\omega)F_r^{\nu_1\nu'\omega},\qquad r=d,m .$$

A particle-hole pair has total spin 0 or 1. The first couples to the charge density and the second to the spin density. A rotation-invariant vertex cannot mix them. In a field along $z$ this fails, because the propagators of the two spins differ and, in general, $F_{\uparrow\uparrow}\ne F_{\downarrow\downarrow}$ and $F_{\uparrow\downarrow}\ne F_{\downarrow\uparrow}$: the pairs $\uparrow\uparrow$ and $\downarrow\downarrow$ still form a closed $2\times2$ problem, but their sum and difference are coupled.

To see what the equations do, replace $\Gamma_r$ by its first-order value, $\Gamma_d=U$ and $\Gamma_m=-U$. With $P(\omega)=\beta^{-1}\sum_{\nu_1}G(\nu_1)G(\nu_1+\omega)$ they become algebraic:

$$F_d=\frac U{1-UP(\omega)},\qquad F_m=\frac{-U}{1+UP(\omega)} .$$

For noninteracting propagators $\partial G/\partial\epsilon_d=G^2$, so $P(0)=\partial\langle n_\sigma\rangle/\partial\epsilon_d$, which is not positive: raising a level does not fill it. Within this ladder approximation, with noninteracting propagators and $U|P(0)|<1$, repulsion weakens the static density vertex and strengthens the magnetic one; for the example the ladder gives $F_d=1.45\,V$ and $F_m=-3.24\,V$. The exact vertex depends on $\nu$ and $\nu'$ and need not follow this trend. At $\nu=\nu'=\pi/\beta$, $\omega=0$, crossing forces $F_d=-F_m=(3.03+0.17i)\,V$, larger than $U$, while at $\nu=11\pi/\beta$, $\nu'=-7\pi/\beta$ the real part of $F_d$ is $1.02\,V$. A pole at $1+UP(0)=0$ would be a defect of the approximation here, because an impurity with finitely many states has no phase transition at finite temperature.

### (h) The particle-particle channel

**Question.** Repeat the summation for pairs of particles, which separate (13) from (24). Find the decoupled combinations and their behaviour when the two particles are exchanged. Write also one equation for $F_{\uparrow\downarrow}$ alone.

**Solution.** The conserved frequency is that of the pair, $\Omega=\nu_1+\nu_3=\nu+\nu'+\omega$. The legs are labelled

$$(\nu_1,\nu_2,\nu_3,\nu_4)=(\nu,\;\Omega-\nu',\;\Omega-\nu,\;\nu').$$

In this part $A$, $B$ and $\Gamma$ carry $(\nu,\nu',\Omega)$, and $\Gamma$ is irreducible with respect to particle pairs. It is a different function from the $\Gamma$ of part (g). The joining rule gives

$$F_{1234}^{\nu\nu'\Omega}=\Gamma_{1234}^{\nu\nu'\Omega}+\frac1{2\beta}\sum_{\nu_1ab}\Gamma_{1a3b}^{\nu\nu_1\Omega}\,G(\nu_1)G(\Omega-\nu_1)\,F_{b2a4}^{\nu_1\nu'\Omega}.$$

The spin sum is now

$$\sum_{ab}(A_\Gamma\delta_{1a}\delta_{3b}+B_\Gamma\delta_{1b}\delta_{a3})(A\,\delta_{b2}\delta_{a4}+B\,\delta_{b4}\delta_{2a})$$
$$=(A_\Gamma B+B_\Gamma A)\,\delta_{12}\delta_{34}+(A_\Gamma A+B_\Gamma B)\,\delta_{14}\delta_{23}.$$

With the same shorthand as before,

$$A=A_\Gamma+\tfrac12(A_\Gamma B+B_\Gamma A),\qquad B=B_\Gamma+\tfrac12(A_\Gamma A+B_\Gamma B).$$

The sum has the product term $+\tfrac12(A_\Gamma+B_\Gamma)(A+B)$. The difference has $-\tfrac12(A_\Gamma-B_\Gamma)(A-B)$. The singlet and triplet combinations are therefore $F_s=A-B$ and $F_t=A+B$, with

$$F_s=\Gamma_s-\frac1{2\beta}\sum_{\nu_1}\Gamma_s\,G(\nu_1)G(\Omega-\nu_1)\,F_s,\qquad F_t=\Gamma_t+\frac1{2\beta}\sum_{\nu_1}\Gamma_t\,G(\nu_1)G(\Omega-\nu_1)\,F_t .$$

The opposite signs come from the spin states. Exchanging the spins of two particles multiplies a triplet by $+1$ and a singlet by $-1$.

Exchanging legs 2 and 4 replaces $\nu'$ by $\Omega-\nu'$, so crossing reads $B^{\nu\nu'\Omega}=-A^{\nu,\Omega-\nu',\Omega}$. Then

$$F_s^{\nu\nu'\Omega}=A^{\nu\nu'\Omega}+A^{\nu,\Omega-\nu',\Omega},\qquad F_t^{\nu\nu'\Omega}=A^{\nu\nu'\Omega}-A^{\nu,\Omega-\nu',\Omega}.$$

The singlet is even and the triplet odd under $\nu'\to\Omega-\nu'$. Exchange of legs 1 and 3 gives the same parity in $\nu$. The irreducible $\Gamma_s$ and $\Gamma_t$ share these parities, because legs 2 and 4 lie on the same side of every cut. In a single orbital the triplet spin state is symmetric, so the antisymmetry has to come from frequency.

For the equation in $A$ alone, insert crossing into both product terms. In $B_\Gamma A$ use $B_\Gamma^{\nu\nu_1\Omega}=-A_\Gamma^{\nu,\Omega-\nu_1,\Omega}$. In $A_\Gamma B$ exchange legs 1 and 3 and flip all spins, so that $B^{\nu_1\nu'\Omega}=-A^{\Omega-\nu_1,\nu',\Omega}$, then rename $\nu_1\to\Omega-\nu_1$, which leaves $G(\nu_1)G(\Omega-\nu_1)$ unchanged. The two terms become equal and the factor $\tfrac12$ disappears:

$$F_{\uparrow\downarrow}^{\nu\nu'\Omega}=\Gamma_{\uparrow\downarrow}^{\nu\nu'\Omega}-\frac1\beta\sum_{\nu_1}\Gamma_{\uparrow\downarrow}^{\nu,\Omega-\nu_1,\Omega}\,G(\nu_1)G(\Omega-\nu_1)\,F_{\uparrow\downarrow}^{\nu_1\nu'\Omega}.$$

With $Q(\Omega)=\beta^{-1}\sum_{\nu_1}G(\nu_1)G(\Omega-\nu_1)$ and the first-order value $\Gamma_s=2U$, the singlet ladder is $F_s=2U/[1+UQ(\Omega)]$. At $\Omega=0$ the identity $G(-\nu)=G(\nu)^*$ makes $Q(0)=\beta^{-1}\sum|G|^2>0$. Repeated scattering of two particles thus reduces a repulsion in this approximation, to $F_s=2.65\,V$ in the example. The exact $F_s$ also contains particle-hole contributions, and at $\nu=\nu'=\pi/\beta$, $\Omega=0$ it is $4.02\,V$, not below the first-order value $2U=4\,V$.

### (i) Second order in $U$

**Question.** Use the channel equations to obtain $F_{\uparrow\downarrow}$ and $F_{\uparrow\uparrow}$ through order $U^2$, and compare with diagonalization.

**Solution.** Insert $A_\Gamma=A=U$ and $B_\Gamma=B=-U$ into the product terms. The particle-hole pair of part (g) contributes

$$A:\;(2U^2-U^2-U^2)P(\omega)=0,\qquad B:\;U^2P(\omega).$$

Its crossing partner is minus this result with legs 2 and 4 exchanged. That exchange interchanges the two spin structures and replaces $\omega$ by $\nu'-\nu$. It contributes $-U^2P(\nu'-\nu)$ to $A$ and nothing to $B$. The particle pair contributes

$$A:\;\tfrac12(-2U^2)Q(\Omega)=-U^2Q(\Omega),\qquad B:\;\tfrac12(2U^2)Q(\Omega)=U^2Q(\Omega).$$

Two quartic vertices with four external legs and no self-energy insertion are joined by two lines, which are either of these pairs, so nothing else appears at this order. Adding the pieces,

$$F_{\uparrow\downarrow}=U-U^2[P(\nu'-\nu)+Q(\Omega)]+O(U^3),$$
$$F_{\uparrow\uparrow}=A+B=U^2[P(\omega)-P(\nu'-\nu)]+O(U^3).$$

The second line changes sign under the crossing map and vanishes at $\nu'=\nu+\omega$, as it must.

Diagonalization at $U=\pm0.005\,V$ isolates the even part of $F$, which is then divided by $U^2$. At $\nu=\pi/\beta$, $\nu'=3\pi/\beta$, $\omega=4\pi/\beta$ it gives $0.0836+0.0607i$ for $F_{\uparrow\downarrow}$ and $0.0578$ for $F_{\uparrow\uparrow}$, in units of $1/V$. The formulas with noninteracting propagators give the same digits. This tests the signs and factors of both joining rules without using the inverted equations.

### (j) Numbers at $U=2V$

**Question.** At the same frequency point, obtain $A$ from the computed $\chi_{\uparrow\downarrow}$ and form the four channel vertices. What can be said about the irreducible vertices found from a finite set of frequencies?

**Solution.** The four propagators, in units of $1/V$, are

$$G(\nu)=0.0359-0.4935i,\qquad G(\nu+\omega)=-0.0125-0.2293i,$$
$$G(\nu')=-0.0234-0.3366i,\qquad G(\nu'+\omega)=-0.0073-0.1714i .$$

The pair products are $G(\nu)G(\nu+\omega)=-0.1136-0.0020i$ and $G(\nu')G(\nu'+\omega)=-0.0575+0.0065i$. Their product is $0.00655-0.00062i$. For opposite spins there is no bubble, so

$$A=-\frac{\chi_{\uparrow\downarrow}}{GGGG}=\frac{0.01713-0.00194i}{0.00655-0.00062i}\,V\approx(2.62-0.05i)\,V .$$

At the crossed point $(\nu,\nu+\omega,\nu'-\nu)$ the same component is $2.300-0.033i$, so $B=-2.300+0.033i$, in agreement with the separately computed transverse component. With $A=2.621-0.049i$, and in units of $V$,

$$F_d=2A+B=2.942-0.065i,\qquad F_m=B=-2.300+0.033i,$$
$$F_s=A-B=4.921-0.082i,\qquad F_t=A+B=0.321-0.016i .$$

The first-order values are $2,-2,4,0$. The triplet vertex, absent at first order, is generated by the frequency dependence of $A$.

To find $\Gamma_r$, treat $\nu$ and $\nu'$ as matrix indices and let $\Pi$ be the diagonal matrix of $GG/\beta$. With $\chi_{d}=\chi_{\uparrow\uparrow}+\chi_{\uparrow\downarrow}$ and $\chi_{m}=\chi_{\uparrow\uparrow}-\chi_{\uparrow\downarrow}$, each of which contains the bubble once, the particle-hole equation $F_r=\Gamma_r+\Gamma_r\Pi F_r$ and the definition of $F$ give

$$\Gamma_r=F_r(1+\Pi F_r)^{-1},\qquad \chi_r=-\beta^2\,\Pi\,(1+F_r\Pi).$$

The matrices $1+\Pi F_r$ and $1+F_r\Pi$ have the same determinant. The inversion therefore fails when $\chi_r$ has a zero eigenvalue, even though $F_r$ itself is finite. The formula for $\Gamma_r$ also serves the singlet and triplet if $\Pi$ is replaced there by $-\Pi/2$ and $+\Pi/2$, with $\Pi$ built from $G(\nu_1)G(\Omega-\nu_1)/\beta$. The formula for $\chi_r$ holds for $r=d,m$ only.

The spin algebra holds at each frequency, so cutting off the sums does not spoil the decoupling. In the particle-particle channel the frequency set should also contain $\Omega-\nu$ with every $\nu$. Otherwise crossing refers to frequencies outside the set, and the equation for $F_{\uparrow\downarrow}$ alone no longer holds within it. Inverting the full spin matrix and inverting the separate channels agree to better than $10^{-12}\,V$ in the boxes used.

The values of $\Gamma_r$ do depend on the cutoff. At $\nu=\pi/\beta$, $\nu'=3\pi/\beta$ and $\omega=2\pi/\beta$, going from 10 to 20 frequencies changes the real part of $\Gamma_d$ from $3.34$ to $3.41\,V$ and that of $\Gamma_m$ from $-2.17$ to $-2.08\,V$. At $\Omega=2\pi/\beta$, going from 11 to 21 frequencies changes that of $\Gamma_s$ from $5.40$ to $5.53\,V$. These shifts are 2 to 4 per cent of the larger-box values, so the numbers are not converged. Boxes of 80 and 81 frequencies give $3.47$, $-2.02$ and $5.64\,V$, and extrapolation in the inverse box size gives about $3.49$, $-2.00$ and $5.68\,V$, so the values at 20 and 21 frequencies are still 2 to 4 per cent from the limit.

Two features of this output follow from crossing. The particle-hole point has $\nu'=\nu+\omega$, so $F_{\uparrow\uparrow}=0$ and $F_d=-F_m=2.616-0.039i$ in units of $V$. The irreducible vertices do not share this relation, since $\Gamma_d\ne-\Gamma_m$: exchanging legs 2 and 4 moves them across the particle-hole cut, so $\Gamma$ in that channel is not crossing antisymmetric by itself. In the particle-particle channel $\nu=\Omega-\nu$, and the odd parity in $\nu$ forces both $F_t$ and $\Gamma_t$ to vanish, as the output shows.

## Computed results

```
U = 2.0, eps_d = -0.7, eps_b = 0.3 (units of V); beta = 4.0 1/V
impurity occupation per spin: 0.48349
spectral sum vs time integration, largest difference: 1.6e-12 V^-3
relative violation of: crossing, conjugation, reversal, SU(2) form
  no field: 4.0e-16, 2.7e-16, 2.7e-16, 4.1e-16
  field along z, 0.8 V: 2.9e-16, 1.6e-16, 1.6e-16, 2.2e-01
  non-collinear: imp (0.8,0,0.3) V, bath (0,0.9,0.3) V: 4.1e-16, 3.8e-16, 3.9e-01, 3.4e-01
worked point: nu = pi/beta, nu' = 3pi/beta, w = 4pi/beta
  nu, nu', w = 0.78540, 2.35619, 3.14159 V
  G at (2*0+1)pi/beta: +0.03587 -0.49348i 1/V
  G at (2*1+1)pi/beta: -0.02345 -0.33662i 1/V
  G at (2*2+1)pi/beta: -0.01252 -0.22926i 1/V
  G at (2*3+1)pi/beta: -0.00733 -0.17143i 1/V
  chi up up: -0.00209 +0.00031i V^-3
  chi up dn: -0.01713 +0.00194i V^-3
  chi transverse: +0.01504 -0.00164i V^-3
  A = F_updn: +2.62099 -0.04890i V
  B = transverse F: -2.29977 +0.03261i V
  F_d: +2.94222 -0.06519i V
  F_m: -2.29977 +0.03261i V
  F_s: +4.92077 -0.08151i V
  F_t = F_upup: +0.32122 -0.01629i V
  F_updn at crossed point (nu, nu+w, nu'-nu): +2.29977 -0.03261i V
self-crossed point w = 2pi/beta: |F_upup| = 1.8e-15 V, |F_updn| = 2.61619 V
static chi_updn, boxes of 14, 28, 56 frequencies: -0.13800, -0.15522, -0.16438 1/V
  extrapolated -0.17391, from level shift -0.17387 1/V
U^2 coefficients at the worked point
  F_updn from diagonalization: +0.08358 +0.06074i 1/V
  F_updn from ladders: +0.08358 +0.06074i 1/V
  F_upup from diagonalization: +0.05784 -0.00000i 1/V
  F_upup from ladders: +0.05784 -0.00000i 1/V
full spin matrix vs decoupled Gamma: ph 1.2e-13 V, pp 3.5e-13 V
Gamma at nu = pi/beta, nu' = 3pi/beta; w = 2pi/beta (d, m), Omega = 2pi/beta (s, t)
  boxes: ph 10 and 20, pp 11 and 21 frequencies
  F_d: +2.61590 -0.03882i V
  Gamma_d small box: +3.33826 -0.09763i V
  Gamma_d large box: +3.41111 -0.09746i V
  F_m: -2.61590 +0.03882i V
  Gamma_m small box: -2.16984 +0.00344i V
  Gamma_m large box: -2.08260 +0.00430i V
  F_s: +4.55564 +0.22132i V
  Gamma_s small box: +5.40030 -0.05053i V
  Gamma_s large box: +5.52961 -0.05004i V
  F_t: +0.00000 -0.00000i V
  Gamma_t small box: +0.00000 -0.00000i V
  Gamma_t large box: +0.00000 -0.00000i V
```
